Thermal Conductivity from Integrated Heat Flux: Einstein-Helfand and Green-Kubo Relations, part 2

The thermal conductivity κ of a classical system at temperature T and fixed volume V follows from its flux autocorrelation or, equally, from the variance of its integrated flux. A lattice now tests this.

J(t) is one component of the heat-flux density (energy per area and time), with zero mean. With ⟨…⟩ the equilibrium average, C(s) = ⟨J(0)J(s)⟩, K(t) = ∫₀ᵗ C(s) ds, Q(t) = ∫₀ᵗ J(t′) dt′ and M(t) = Var Q(t). Assume (A1) stationarity, (A2) finite ⟨J²⟩ and continuous C, and (A3) a finite limit K(∞). Then

κ = V K(∞)/(k_B T²),  K(∞) = lim K(t) for t→∞.  (1)

κ = lim V Var Q(t)/(2k_B T² t) for t→∞.  (5)

Adding to J the time derivative of a stationary quantity with finite variance leaves (5) unchanged. For C(s) = C(0)exp(−Γs),

K(t) = [C(0)/Γ][1−exp(−Γt)],

M(t) = 2[C(0)/Γ]{t − [1−exp(−Γt)]/Γ}.  (9)

The computed values also check the Einstein ratio M/(2t) for C(s) = C(0)(1+s/τ)^(−3/2) at t = 10⁴τ, and for C(s) = cos s.

The model is a ring of N atoms of mass m at spacing a, with cross-sectional area A per row, so V = NaA. Springs of constant k join neighbours. Atom i has velocity vᵢ, and the bond from i to i+1 has stretch rᵢ:

drᵢ/dt = vᵢ₊₁−vᵢ,  m dvᵢ/dt = k(rᵢ−rᵢ₋₁).  (14)

Each velocity also reverses its sign independently at random times, at rate Γ/2, so its mean is damped at rate Γ. With ω₀² = k/m, the modes have angular frequency 2ω₀|sin(qa/2)|. At equilibrium all vᵢ and rᵢ are independent Gaussian variables with zero mean and

⟨vᵢ²⟩ = k_BT/m,  ⟨rᵢ²⟩ = k_BT/k.  (15)

Site i, at xᵢ = ia, has energy eᵢ; jᵢ is the energy current from i to i+1, and VJ = aΣjᵢ. With G = Σᵢ xᵢeᵢ, on the ring

deᵢ/dt = jᵢ₋₁ − jᵢ.  (12)

dG/dt = aΣᵢjᵢ − aN j_N.  (13)

Lemma 3, proved next, shares each bond energy equally between its two atoms:

eᵢ = mvᵢ²/2 + k(rᵢ²+rᵢ₋₁²)/4.

Then the current is

jᵢ = −(k/2)rᵢ(vᵢ+vᵢ₊₁).  (16)

**Proof.** Differentiate eᵢ and use (14):

deᵢ/dt = kvᵢ(rᵢ−rᵢ₋₁) + (k/2)rᵢ(vᵢ₊₁−vᵢ) + (k/2)rᵢ₋₁(vᵢ−vᵢ₋₁).

Collecting the terms with rᵢ and those with rᵢ₋₁ gives

deᵢ/dt = (k/2)rᵢ(vᵢ+vᵢ₊₁) − (k/2)rᵢ₋₁(vᵢ₋₁+vᵢ) = −jᵢ+jᵢ₋₁. ∎

The minus sign in (16) has a direct meaning. A stretched bond pulls its right atom to the left. If the atoms move to the right, the bond takes energy from the right atom and gives it to the left one, so energy flows to the left.

### Theorem 2 (conductivity of the ring)

For this model,

C(t) = C(0)exp(−Γt),  κ = k_B aω₀²/(2ΓA).  (17)

**Proof.** Sum (16) over the ring and shift the index in the terms containing vᵢ₊₁. The summed current is

I = Σjᵢ = −(k/2)Σvᵢ(rᵢ+rᵢ₋₁).

Between reversals, (14) gives

d/dt Σvᵢ(rᵢ+rᵢ₋₁) = ω₀²Σ(rᵢ−rᵢ₋₁)(rᵢ+rᵢ₋₁) + Σvᵢ(vᵢ₊₁−vᵢ₋₁).

The first sum is Σ(rᵢ²−rᵢ₋₁²), which vanishes around the ring. The second is Σvᵢvᵢ₊₁−Σvᵢvᵢ₋₁, which also vanishes. The harmonic motion therefore conserves I. Each term of I is linear in one velocity, so reversals damp its conditional mean at rate Γ. Multiplication by the initial value and averaging gives the exponential in (17).

For the amplitude, different velocities are uncorrelated and velocities are independent of stretches. Therefore

⟨I²⟩ = (k²/4)N⟨vᵢ²⟩⟨(rᵢ+rᵢ₋₁)²⟩

= (k²/4)N(k_BT/m)(2k_BT/k) = Nω₀²(k_BT)²/2.  (18)

Since J = aI/V, K(∞) = a²⟨I²⟩/(V²Γ). The Green-Kubo formula gives

κ = [V/(k_BT²)] · a²Nω₀²(k_BT)²/(2V²Γ) = k_B a²Nω₀²/(2ΓV).

With V = NaA this is (17). ∎

The same result has a kinetic reading. The group speed of a mode is aω₀cos(qa/2), up to sign, and its square averages to a²ω₀²/2 over the modes. The heat capacity per volume is k_B/(aA), because each atom has one kinetic and one potential quadratic term. Their product divided by Γ is κ. The length aω₀/Γ, the top group speed divided by the damping rate, sets the scale of the mean free path. Modes with angular frequency below Γ/2 are overdamped and do not travel as waves, so for them the kinetic reading is only heuristic; the proof above does not depend on it.

When Γ→0, κ diverges. At Γ = 0 the flux of this ring never decays, and the variance grows as t². The harmonic springs alone do not produce a finite conductivity here; momentum damping does.

### Proposition 3 (another partition of the same energy)

Assign the whole energy of bond i to its left atom, so eᵢ′ = mvᵢ²/2+krᵢ²/2. Then

deᵢ′/dt = kvᵢ(rᵢ−rᵢ₋₁)+krᵢ(vᵢ₊₁−vᵢ) = krᵢvᵢ₊₁−krᵢ₋₁vᵢ,

and hence jᵢ′ = −krᵢvᵢ₊₁. The summed currents differ by

I′−I = −(k/2)Σrᵢ(vᵢ₊₁−vᵢ) = −(k/2)Σrᵢdrᵢ/dt = −d/dt[(k/4)Σrᵢ²].  (19)

This is the derivative of a quantity with finite variance, so κ is unchanged. Yet

⟨I′²⟩ = k²N(k_BT/m)(k_BT/k) = Nω₀²(k_BT)²,

which is twice (18). The initial value of C is thus not a measure of conductivity.

The cross term in the variance vanishes here. Reflect the ring by replacing site i with −i and reversing all displacements. Then vᵢ becomes −v₋ᵢ and rᵢ becomes r₋ᵢ₋₁. The current I changes sign, Σrᵢ² does not, and the equilibrium dynamics is unchanged. The average of their product must equal its own negative. The extra variance is therefore exactly the variance of the change of (ka/4)Σrᵢ², when H = VQ is used.

### Proposition 4 (the same conductivity from Fourier's law)

Consider now an open chain of n atoms whose outer sides are free. The interior atoms have random reversals as before. The end atoms instead have Langevin drag g and are coupled to baths at T_h and T_c. Let Tᵢ = m⟨vᵢ²⟩/k_B, Rᵢ = k⟨rᵢ²⟩/k_B, and let J_E be the steady energy current. Seek a stationary state whose nonzero second moments are ⟨vᵢ²⟩, ⟨rᵢ²⟩ and

⟨rᵢvᵢ⟩ = ⟨rᵢvᵢ₊₁⟩ = −J_E/k.  (20)

The two moments in (20) must be equal because d⟨rᵢ²⟩/dt = 2⟨rᵢ(vᵢ₊₁−vᵢ)⟩ = 0, and (16) fixes their value. For a bond between interior atoms, stationarity of these moments gives

0 = d⟨rᵢvᵢ⟩/dt = −k_BTᵢ/m + k_BRᵢ/m + ΓJ_E/k,

0 = d⟨rᵢvᵢ₊₁⟩/dt = k_BTᵢ₊₁/m − k_BRᵢ/m + ΓJ_E/k.

Adding them eliminates Rᵢ:

Tᵢ−Tᵢ₊₁ = 2ΓJ_E/(k_Bω₀²).  (21)

The remaining equations are consistent. For neighbouring velocities,

d⟨vᵢvᵢ₊₁⟩/dt = ω₀²[⟨rᵢvᵢ₊₁⟩−⟨rᵢvᵢ⟩] = 0,

and for neighbouring stretches,

d⟨rᵢrᵢ₊₁⟩/dt = ⟨rᵢ₊₁vᵢ₊₁⟩−⟨rᵢvᵢ₊₁⟩ = 0.

For an interior kinetic energy, d⟨vᵢ²⟩/dt = 2ω₀²[⟨rᵢvᵢ⟩−⟨rᵢ₋₁vᵢ⟩] = 0. Equations for more distant pairs contain only moments that were set to zero. At the hot end, energy balance gives J_E = gk_B(T_h−T₁), and at the cold end J_E = gk_B(Tₙ−T_c). In each end bond, one of the two damping rates Γ is replaced by g. Summing all temperature drops gives

T_h−T_c = (J_E/k_B)[2/g + 2(Γ+g)/ω₀² + 2Γ(n−3)/ω₀²].  (22)

The resistance is linear in n, and the difference between two lengths removes the contact terms. Fourier's law, J_E/A = κ(Tᵢ−Tᵢ₊₁)/a, combined with (21), gives κ = k_Baω₀²/(2ΓA). No equilibrium correlation function has entered.

The free ends matter. If atom 1 is also tied to a fixed wall by a bond r₀, then d⟨r₀²⟩/dt = 2⟨r₀v₁⟩ = 0. Under the same ansatz, d⟨r₀r₁⟩/dt = ⟨r₁v₁⟩ = −J_E/k, which is not zero. The simple solution fails, and (22) no longer follows.

### Worked example in the regime of lead

The parameters are rough values for longitudinal vibrations in fcc lead at 300 K: cubic edge 0.50 nm, mass 207 u, top frequency 2.0 THz and Γ = 1.00 ps⁻¹. They give

a = 0.50 nm/√2 = 0.3536 nm,

A = (0.50 nm)³/(4a) = 0.08839 nm²,

ω₀ = π × 2.0 THz = 6.283 rad/ps.

With k_B = 1.381×10⁻²³ J/K, equation (17) becomes

κ = (1.381×10⁻²³)(3.536×10⁻¹⁰)(6.283×10¹²)² / [2(10¹²)(8.839×10⁻²⁰)] W/(m K)

= 1.090 W/(m K).

The length aω₀/Γ is 2.22 nm. Numerical evolution of the correlations for N = 16 gives 1.0901 W/(m K) for both energy partitions, with a ratio of 2.0000 between their initial correlations. Numerical solution of the full steady moment equations for free chains of 60 and 120 atoms, without the ansatz (20), also gives 1.0901 W/(m K). With fixed walls, the same two lengths give 1.0738 W/(m K), which is 1.5 percent lower. This deficit depends on the lengths used and is larger for shorter chains.

The Einstein relation was tested on 6000 independent rings of 16 atoms, followed for 20 ps in steps of 0.0125 ps. For H = VQ, equations (9) and (18) give

Var H(t) = [a²(k_BT)²Nω₀²/Γ]{t−[1−exp(−Γt)]/Γ}.

Here k_BT = 0.02585 eV, so the prefactor is 0.0528 eV² nm²/ps. At 20 ps the brace is 19.0 ps, and the predicted variance is 1.003 eV² nm². The trajectories give 1.036 ± 0.022 eV² nm². Here and below, the uncertainty is one standard error. Dividing by 2Vk_BT²t converts this variance to 1.070 ± 0.022 W/(m K), against the finite-time prediction 1.036 W/(m K). The latter lies 5 percent below κ, as the deficit 1/(Γt) requires.

The slope between 10 and 20 ps gives 1.127 ± 0.035 W/(m K), about one standard error above the exact value. The other partition gives 1.128 ± 0.035 W/(m K). Since both use the same trajectories, their close agreement shows the smallness of the boundary term, not two independent measurements. The predicted extra variance at 20 ps is 0.00016 eV² nm².

A Green-Kubo estimate was formed by averaging J(0)Q(5 ps), which equals K(5 ps) by definition. It gives 1.067 ± 0.047 W/(m K) for shared bonds, where the exact running value is 1.083 W/(m K), and 1.028 ± 0.065 W/(m K) for the other partition. The larger error has a simple estimate. If J(0) and Q are treated as jointly Gaussian, the variance of their product is ⟨J²⟩⟨Q²⟩+⟨JQ⟩². Doubling ⟨J²⟩ while leaving the other averages nearly unchanged raises the standard error by a factor of about 1.4. These errors do not rank the two methods in general: the Green-Kubo estimate uses a single time origin and a different time window.

With coordinates kept inside the cell, the change of the energy moment since the start, G(t)−G(0), has a sampled variance of 0.0517 eV² nm² at 10 ps and 0.0528 eV² nm² at 20 ps. Both lie within the sampling error, about 0.001 eV² nm², of the saturated value 0.0518 eV² nm². (The check's output labels this quantity "wrapped moment variance".) Over the same interval, the variance of the integrated current rises from 0.491 to 1.036 eV² nm². This is the difference expressed by (13). The remaining times are listed in the numerical output.

### Relation to real lead

The value 1.09 W/(m K) describes one longitudinal branch of a model lattice. It is not the total conductivity of lead, in which electrons carry most of the heat at room temperature. With a rough resistivity of 0.20 μΩ m, the Wiedemann-Franz relation gives an electronic part of about 37 W/(m K), more than thirty times the model value. The neglect of electrons is the largest of the omissions estimated here. All waves in the model run along the row. In an isotropic crystal, waves run in all directions, and on average only a third of their squared group speed counts towards a chosen one. Short, slow waves are also more numerous there. At the same lifetime and sound speed, and with a dispersion that flattens towards the zone boundary as in the model, the longitudinal part would therefore be less than a third of the model value. A strictly linear dispersion would give two thirds. Within the one-dimensional estimate, two transverse branches with half the longitudinal speed and the same lifetime would add 50 percent to the lattice part. The factor one half is a rough choice: in lead the ratio of speeds depends strongly on direction, and in three dimensions the transverse branches together can carry more heat than the longitudinal one. Quantum heat capacities would lower it by 0.21 percent at the same lifetime, so classical motion is adequate at this level. The root-mean-square thermal stretch of a bond is 4.9 percent of a. The model contains no anharmonic forces, and its single rate Γ is only a crude substitute for the scattering they cause in a real crystal. Forces between atoms conserve the total momentum, whereas the reversals destroy it.

That single rate is a severe simplification. If the damping is replaced by 2Γsin²(qa/2), which has the same average over modes, and scattering from grains 100 nm long is added as group speed divided by grain length, the kinetic expression for κ rises by a factor of 8.6. The increase comes from long waves. In one dimension their number per interval of q does not fall as q→0, while their lifetime without grains grows as 1/q², so the conductivity would diverge. In three dimensions the number of modes carries a factor q², which removes this divergence. The factor also depends on the chosen grain length and grows roughly as its square root. The factor 8.6 thus measures the sensitivity of a one-dimensional model and should not be applied to bulk lead.

These omissions change the physical system and its conductivity. They do not alter the equality of the Einstein-Helfand and Green-Kubo results for a classical flux that satisfies (A1) to (A3).

Computed values

```
temperature: 300 K; cubic edge: 0.50 nm
mass: 207 u; top frequency: 2.0 THz
w0: 6.2832 rad/ps; damping rate gamma: 1.00 1/ps
spacing a: 0.3536 nm; area per row: 0.08839 nm^2
ring: 16 atoms, volume 0.500 nm^3
rings: 6000; time step: 0.0125 ps; run: 20 ps
spring constant: 13.57 N/m; kB T: 0.02585 eV
largest mean free path: 2.22 nm
kappa, closed formula: 1.0901 W/(m K)
kappa, Green-Kubo exact C, shared: 1.0901 W/(m K)
kappa, Green-Kubo exact C, left: 1.0901 W/(m K)
kappa, Fourier, free ends, 60/120 atoms: 1.0901 W/(m K)
same with fixed walls (biased): 1.0738 W/(m K)
C(0) ratio left/shared: 2.0000
Variance of a*(integrated energy current), eV^2 nm^2, shared:
 t=   1 ps: run 0.0189 +- 0.0004, from C 0.0194
 t=   2 ps: run 0.0601 +- 0.0013, from C 0.0599
 t=   5 ps: run 0.2139 +- 0.0045, from C 0.2114
 t=  10 ps: run 0.4906 +- 0.0112, from C 0.4749
 t=  20 ps: run 1.0363 +- 0.0217, from C 1.0026
Var/(2t) as kappa, W/(m K), and exact running Green-Kubo:
 t=   1 ps: run 0.3915 +- 0.0083, exact 0.4010, GK 0.6891
 t=   2 ps: run 0.6209 +- 0.0134, exact 0.6188, GK 0.9426
 t=   5 ps: run 0.8836 +- 0.0186, exact 0.8736, GK 1.0828
 t=  10 ps: run 1.0135 +- 0.0231, exact 0.9811, GK 1.0901
 t=  20 ps: run 1.0704 +- 0.0224, exact 1.0356, GK 1.0901
shared: slope 10-20 ps 1.1273 +- 0.0353 W/(m K)
shared: run GK to 5 ps 1.0667 +- 0.0468 W/(m K)
left: slope 10-20 ps 1.1279 +- 0.0354 W/(m K)
left: run GK to 5 ps 1.0277 +- 0.0645 W/(m K)
extra variance, left, 20 ps: 0.000162 eV^2 nm^2
wrapped moment variance, 10 ps: 0.0517 eV^2 nm^2
wrapped moment variance, 20 ps: 0.0528 eV^2 nm^2
t^-3/2 tail: Einstein/GK error ratio: 1.980
C=cos: GK range -1.00 to 1.00
C=cos: largest Einstein ratio 0.0049
Neglected effects:
 rough resistivity input: 0.20 microohm m
 electronic kappa (Wiedemann-Franz): 36.6 W/(m K)
 transverse branches at half speed: +50 %
 quantum heat capacity: -0.21 %
 rms thermal bond strain: 4.9 %
 rate ~ frequency^2, 100 nm grain: kappa x 8.6
```
